# Strang splitting with density-dependent local potentials: second order without iteration

## A harmonic oscillator

Hartree atomic units are used. Take one particle with \(H=T+V\), \(T=p^2/2\), \(V=\omega^2x^2/2\), and replace \(e^{-ihH}\) by the Strang step

\[
S_h=e^{-ihV/2}\,e^{-ihT}\,e^{-ihV/2}.
\]

Each factor acts simply on the mean position and momentum. The potential factor changes \(p\) by \(-(h/2)\omega^2x\) and leaves \(x\) alone; the kinetic factor changes \(x\) by \(hp\) and leaves \(p\) alone. Applying the three in turn gives

\[
\begin{aligned}
x_1&=\left(1-\tfrac12\omega^2h^2\right)x+hp,\\
p_1&=p-\tfrac h2\omega^2(x+x_1)
=\left(1-\tfrac12\omega^2h^2\right)p-h\omega^2\left(1-\tfrac14\omega^2h^2\right)x .
\end{aligned}
\]

This linear map has determinant 1. For \(\omega h<2\) its eigenvalues are \(e^{\pm i\tilde\omega h}\), and half its trace is

\[
\cos\tilde\omega h=1-\tfrac12\omega^2h^2
\quad\Rightarrow\quad
\sin\frac{\tilde\omega h}{2}=\frac{\omega h}{2}
\quad\Rightarrow\quad
\tilde\omega=\omega\left(1+\frac{\omega^2h^2}{24}+O(h^4)\right).
\]

For small \(\omega h\) the numerical oscillator still oscillates, at a slightly wrong frequency. This suggests that splitting replaces \(H\) by a nearby Hamiltonian. The factor \(1/24\) will check the general result.

## Any two generators

Let \(X\) and \(Y\) not commute, and let \(S(h)=e^{hX/2}e^{hY}e^{hX/2}\). Reversing the sign of \(h\) inverts the product, \(S(-h)=S(h)^{-1}\), so \(\log S(h)\) is odd in \(h\):

\[
\log S(h)=hZ_1+h^3Z_3+O(h^5),\qquad Z_1=X+Y .
\]

For differential operators this is an expansion acting on sufficiently smooth states. Exponentiating it, the coefficient of \(h^3\) in \(S\) is \(Z_1^3/6+Z_3\). Multiplying the three exponentials directly, the same coefficient is

\[
\frac{X^3+Y^3}{6}+\frac{XXY+YXX}{8}+\frac{XYX}{4}+\frac{XYY+YYX}{4}.
\]

The word \(YXY\) is absent because \(Y\) occurs in one factor only. In \(Z_1^3/6\) every word has coefficient \(1/6\). Subtraction leaves

\[
Z_3=-\frac{XXY-2XYX+YXX}{24}+\frac{XYY-2YXY+YYX}{12}.
\]

Since \([X,[X,Y]]=XXY-2XYX+YXX\) and \([Y,[X,Y]]=2YXY-YYX-XYY\),

\[
\log S(h)=h(X+Y)-\frac{h^3}{24}[X,[X,Y]]-\frac{h^3}{12}[Y,[X,Y]]+O(h^5).
\tag{1}
\]

This is the symmetric Baker-Campbell-Hausdorff series to the order needed.

## A fixed potential

Set \(X=-iV\), \(Y=-iT\). Each double commutator acquires \((-i)^3=i\), so

\[
\log S_h=-ih\left(H+h^2C\right)+O(h^5),\qquad
C=\frac{[V,[V,T]]}{24}+\frac{[T,[V,T]]}{12}.
\]

In one dimension, with primes denoting \(d/dx\),

\[
[V,T]\phi=-\tfrac12V\phi''+\tfrac12(V\phi)''=V'\phi'+\tfrac12V''\phi .
\]

Commuting with \(V\) once more, only the derivative acting on the extra factor \(V\) survives:

\[
[V,[V,T]]\phi=VV'\phi'-V'(V\phi)'=-V'^2\phi .
\]

For the other commutator,

\[
\begin{aligned}
[T,[V,T]]\phi
&=-\tfrac12\left(V'\phi'+\tfrac12V''\phi\right)''
+\tfrac12\left(V'\phi'''+\tfrac12V''\phi''\right)\\
&=-V''\phi''-V'''\phi'-\tfrac14V''''\phi
=-(V''\phi')'-\tfrac14V''''\phi .
\end{aligned}
\]

As \(p=-i\,d/dx\), the term \(-(V''\phi')'\) is \(pV''p\,\phi\). Therefore

\[
C=-\frac{V'^2}{24}+\frac{pV''p}{12}-\frac{V''''}{48},
\qquad
S_h\phi-e^{-ihH}\phi=-ih^3C\phi+O(h^4).
\tag{2}
\]

The oscillator is the first limit to check. There

\[
H+h^2C=\frac{p^2}{2}\left(1+\frac{\omega^2h^2}{6}\right)
+\frac{\omega^2x^2}{2}\left(1-\frac{\omega^2h^2}{12}\right).
\]

The squared frequency is \(\omega^2\) times the product of the brackets, \(\omega^2(1+\omega^2h^2/12)\) to this order. Its square root reproduces the factor \(1/24\).

Equation (2) also shows the smoothness that the one-step expansion needs term by term: \(C\phi\) must be square integrable for the leading term to exist, and the next term, \(-\tfrac12h^4(HC+CH)\phi\), which comes from the square of the exponent \(-ih(H+h^2C)\), exists only if \((HC+CH)\phi\) is square integrable as well. These are conditions on the expansion as written, not necessary conditions for second-order convergence over many steps: a mild loss of smoothness can spoil a term of the expansion and still leave the global order at two, while a stronger singularity, such as a cusp \(|x|\) in \(V\), can lower both the local and the global order.

## Letting the potential depend on the density

Now consider adiabatic Kohn-Sham orbitals with fixed occupations \(f_j\):

\[
i\partial_t\phi_j=(T+v[n])\phi_j,\qquad n=\sum_jf_j|\phi_j|^2 .
\]

Here \(v[n]\) is a real multiplicative function of position, determined by the present density. The generator depends on the state, so (1) cannot simply be applied to \(T\) and \(v\).

Look first at the potential part alone, \(i\partial_t\phi_j=v[n]\phi_j\). Then

\[
\partial_t|\phi_j|^2=2\,\mathrm{Re}(\phi_j^*\partial_t\phi_j)
=2\,\mathrm{Re}(-iv|\phi_j|^2)=0 ,
\]

because \(v\) is real. The density is constant at every point, hence so is \(v[n]\), even if it depends on \(n\) nonlocally. The solution of this nonlinear equation is

\[
\phi_j(s)=e^{-isv[n]}\phi_j(0).
\]

No iteration is needed, since the density that determines \(v\) is known at the start. The full step is

\[
\phi\longmapsto e^{-ihv[n']/2}\,e^{-ihT}\,e^{-ihv[n]/2}\phi ,
\tag{3}
\]

where \(n'\) is the density after the kinetic factor. The last factor does not alter \(n'\), so \(v[n']\) also serves as the first potential of the next step.

Step (3) composes the exact flows of two equations: the linear kinetic equation and the nonlinear potential equation. To use (1), describe a flow by its action on functionals \(G\) of the orbitals:

\[
(D_FG)(\phi)=\left.\frac{d}{ds}G(\mathrm{flow}_s\phi)\right|_{s=0},
\qquad
e^{sD_F}G=G\circ\mathrm{flow}_s .
\]

The second relation is the Taylor series in \(s\). The operator \(D_F\) is linear in \(G\) even when the flow is nonlinear in \(\phi\). With \(D_U\) for the potential flow and \(D_T\) for the kinetic flow,

\[
G(S_h\phi)=\left(e^{hD_U/2}e^{hD_T}e^{hD_U/2}G\right)(\phi).
\]

Equation (1) applies with \(X=D_U\), \(Y=D_T\). The exact evolution is \(e^{h(D_U+D_T)}G\), so one step has error \(O(h^3)\).

For many steps, assume that the exact solution is smooth enough for a uniform local bound \(Mh^3\), and that \(v[n]\) varies smoothly enough with \(n\) for one step to enlarge a difference between two states by at most \(1+\Lambda h\). The error \(e_m\) after \(m\) steps then obeys \(e_{m+1}\le(1+\Lambda h)e_m+Mh^3\). With \(e_0=0\) and \(t=mh\),

\[
e_m\le Mh^3\,\frac{(1+\Lambda h)^m-1}{\Lambda h}
\le \frac{M}{\Lambda}\left(e^{\Lambda t}-1\right)h^2 .
\]

The scheme is second order. Symmetry of the composition removes the \(h^2\) local error; density preservation makes each potential flow available explicitly.

Exchanging \(X\) and \(Y\) gives the same order with kinetic half-steps outside. For an explicitly time-dependent drive, let the clock advance with the kinetic flow and stand still during the potential flow. The half-steps then use the drive at \(t\) and \(t+h\), and the symmetry argument is unchanged.

## Freezing the potential

Suppose \(v[n]\) is kept in both halves. Relative to (3), only the last factor differs:

\[
\left(e^{-ihv[n]/2}-e^{-ihv[n']/2}\right)\phi
=\frac{ih}{2}(v[n']-v[n])\phi+\cdots
=\frac{ih^2}{2}(\partial_tv)\phi+O(h^3).
\tag{4}
\]

With the kernel \(K(x,x')=\delta v(x)/\delta n(x')\) and the current \(j=\sum_jf_j\,\mathrm{Im}(\phi_j^*\phi_j')\),

\[
\partial_tv(x)=\int K(x,x')\,\dot n(x')\,dx',\qquad \dot n=-j' .
\]

When \(\partial_tv\neq0\), the local error is now \(O(h^2)\), so the global order generally falls to one, as in the example below. A part of \(\partial_tv\) that is uniform in space contributes only a phase common to all orbitals and does not affect the density; for a stationary density \(\dot n=0\) and this term vanishes. If \(v\) depends neither on the density nor explicitly on time, it is constant and the loss disappears. An explicit drive adds its own rate of change to \(\partial_tv\), so freezing it generally costs an order even when \(K=0\).

## The error as a modified energy

If \(v=\delta U/\delta n\), the nonlinear error terms have a compact form. Let \(\mathcal T=\sum_jf_j\langle\phi_j|T|\phi_j\rangle\) and \(E=\mathcal T+U\). A functional \(A\) generates the flow \(if_j\partial_t\phi_j=\delta A/\delta\phi_j^*\), so \(D_AG=\{G,A\}\) with

\[
\{G,A\}=\sum_j\frac1{if_j}\int\left(
\frac{\delta G}{\delta\phi_j}\frac{\delta A}{\delta\phi_j^*}
-\frac{\delta G}{\delta\phi_j^*}\frac{\delta A}{\delta\phi_j}\right)dx .
\]

This is a canonical Poisson bracket. Its Jacobi identity gives

\[
[D_A,D_B]G=\{\{G,B\},A\}-\{\{G,A\},B\}=\{G,\{B,A\}\}=D_{D_AB}\,G .
\]

Consequently

\[
[D_U,[D_U,D_T]]=D_{D_U^2\mathcal T},\qquad
[D_T,[D_U,D_T]]=-D_{D_T^2U},
\]

where the minus sign comes from \([D_U,D_T]=-[D_T,D_U]\). Equation (1) becomes \(hD_{\tilde E}+O(h^5)\), with

\[
\tilde E=E-\frac{h^2}{24}P+\frac{h^2}{12}Q,\qquad
P=D_U^2\mathcal T,\quad Q=D_T^2U .
\tag{5}
\]

For \(P\), apply the potential flow for time \(s\). Then \(\phi_j'\to e^{-isv}(\phi_j'-isv'\phi_j)\), and

\[
\mathcal T(s)=\mathcal T(0)-s\int jv'\,dx+\frac{s^2}{2}\int nv'^2\,dx,
\qquad P=\int nv'^2\,dx .
\]

For \(Q\), differentiate \(U\) twice along free motion: \(\dot U=\int v\dot n\), and then \(\ddot U=\int\dot v\dot n+\int v\ddot n\). With \(\dot\phi_j=i\phi_j''/2\),

\[
\frac{dj}{dt}=\frac12\sum_jf_j\,\mathrm{Re}\left(\phi_j^*\phi_j'''-\phi_j''^*\phi_j'\right)
=-\Pi',\qquad
\Pi=\sum_jf_j|\phi_j'|^2-\frac{n''}{4}.
\]

The second equality follows from \(n'''=\sum_jf_j\,\mathrm{Re}(2\phi_j^*\phi_j'''+6\phi_j'^*\phi_j'')\). Hence \(\ddot n=\Pi''\). Integrating by parts with periodic or vanishing boundary terms,

\[
Q=\iint\dot n(x)K(x,x')\dot n(x')\,dx\,dx'
+\int v''\sum_jf_j|\phi_j'|^2dx-\frac14\int v''''n\,dx .
\]

For a fixed potential the kernel term vanishes, and \(\tilde E-E\) is \(h^2\) times the occupied sum of \(\langle C\rangle\), in agreement with (2). The kernel term is the addition due to density response. Since \(\tilde E\) changes by \(O(h^5)\) per step, its drift over a fixed time is \(O(h^4)\).

## Four electrons in a cosine well

Two doubly occupied orbitals move in a periodic box of length \(L=20\) bohr. With round model parameters, in atomic units,

\[
v[n](x)=10\left(1-\cos\frac{2\pi x}{L}\right)
+\int e^{-(x-x')^2/2}n(x')\,dx'-0.3\,n(x).
\]

The last term is a model exchange-correlation potential. The initial orbitals are proportional to \(e^{-(x-1)^2/2+ix}\) and \((x-1)e^{-(x-1)^2/2+ix}\). The final time is 2 a.u., or 48.4 as.

The errors below are \((\sum_j\int|\Delta\phi_j|^2dx)^{1/2}\), relative to a high-order adaptive solution on the same grid. The norm of the orbital pair itself is \(\sqrt2\).

| \(h\) (a.u.) | Step (3) | Frozen \(v\) |
|---:|---:|---:|
| 0.05000 | \(4.35\times10^{-4}\) | \(1.35\times10^{-2}\) |
| 0.02500 | \(1.09\times10^{-4}\) | \(6.82\times10^{-3}\) |
| 0.01250 | \(2.72\times10^{-5}\) | \(3.43\times10^{-3}\) |
| 0.00625 | \(6.79\times10^{-6}\) | \(1.72\times10^{-3}\) |

Halving \(h\) divides the first error by four and the second by about two. The last pairs give orders 2.00 and 1.00. Numerical tests also confirm second order for the kinetic-outside variant and for a driven system.

At \(h=0.05\) the final mean position is 0.69321 bohr with step (3), against 0.69312 bohr for the reference. The frozen potential gives 0.69680 bohr.

The initial state has \(P=3.944\) and \(Q=1.902+2.809=4.711\), where 1.902 is the kernel contribution. At \(h=0.05\),

\[
\tilde E-E=0.0025\left(-\frac{3.944}{24}+\frac{4.711}{12}\right)
=5.71\times10^{-4}\ \text{hartree}.
\]

During the run \(E\) departs from its initial value by at most \(9.40\times10^{-4}\) hartree (25.6 meV), while \(\tilde E\) departs by at most \(2.66\times10^{-7}\) hartree. Halving the step reduces these departures by factors of 4.0 and 16.1. Without the kernel term the departure at \(h=0.05\) is \(3.12\times10^{-4}\) hartree and falls only as \(h^2\), so density response is needed in the error formula.

## When the potential step changes its own generator

Under a general Hermitian operator \(W\), the density changes at the rate

\[
\dot n=2\sum_jf_j\,\mathrm{Im}(\phi_j^*W\phi_j),
\]

which need not vanish when \(W\) is nonlocal. A simple case is \(W[n]=g[n]|\chi\rangle\langle\chi|\), with \(\chi\) fixed and normalized. Its values at different times commute, so a half-step needs the integrated strength

\[
\int_0^{h/2}g\,dt=\frac h2g(0)+\frac{h^2}{8}\dot g(0)+O(h^3).
\]

Freezing \(g\) at the start of each half-step omits the second term. The two omissions add at leading order, so the local error is \(O(h^2)\).

The numerical control combines \(T\) with this operator, taking \(\chi\) Gaussian and \(g=\int n[1+\sin(2\pi x/L)]dx\). Freezing gives an observed order of 0.97. Averaging \(g\) over the start and end of each half-step, with the end value found by iteration, restores order 2.00.

Density preservation can also be insufficient if \(v\) depends on other quantities. The transformation of \(\phi_j'\) used for \(P\) shows that a local potential step changes the current from \(j\) to \(j-snv'\). A potential that depends on \(j(x)\) would therefore in general change during its own substep, although \(n\) would not; combinations left unchanged by this shift, such as \(\int j/n\,dx\) over a periodic box in which \(n\) has no zeros, are the exception. A potential with memory is not determined by the present density, so the argument does not cover it either.

## Numbers as computed

```
BCH word coefficients: XXY -1/24, YYX 1/12
box length 20.0 bohr, grid points 64, electrons 4.000000
well parameter V0 10.0 hartree, pair repulsion w0 1.0 hartree
repulsion width 1.0 bohr, linear xc coefficient -0.3 hartree bohr
initial displacement 1.0 bohr, initial momentum 1.0 a.u.
final time 2.0 a.u. = 48.378 as
drive amplitude 0.5 hartree, drive frequency 1.5 a.u.
potential substep, duration 0.5 a.u.: orbital error 3.08e-12 (a.u.)
potential substep: largest density change 1.07e-13 bohr^-1
global orbital error norms (dimensionless); h in a.u. of time
h | Strang | kinetic outside | frozen v | driven Strang
0.05000 | 4.3467e-04 | 1.1282e-03 | 1.3485e-02 | 5.3269e-04
0.02500 | 1.0863e-04 | 2.8201e-04 | 6.8248e-03 | 1.3314e-04
0.01250 | 2.7157e-05 | 7.0500e-05 | 3.4333e-03 | 3.3282e-05
0.00625 | 6.7890e-06 | 1.7625e-05 | 1.7219e-03 | 8.3204e-06
observed orders: 2.000, 2.000, 0.996, 2.000
one-step errors at h = [0.02, 0.01] a.u. (dimensionless):
  Strang 3.4885e-06, 4.3714e-07, order 2.996
  frozen 1.8695e-04, 4.6847e-05, order 1.997
fixed-v commutator error, h 0.001 a.u.: norm 4.9981e-10, relative deviation from formula 1.24e-02
frozen-v gap, h 0.001 a.u.: norm 4.6935e-07, relative deviation from formula 4.26e-03
forward-backward return error: Strang 1.87e-14, frozen 2.70e-02
mean position: start 1.000000 bohr, reference end 0.693122 bohr
mean position at end, Strang h=0.05 a.u.: 0.693206 bohr
mean position at end, frozen h=0.05 a.u.: 0.696797 bohr
initial energy 11.650238 hartree
initial correction terms (a.u.): force 3.943572, kernel 1.902260, stress 2.808858
finite differences (a.u.): T second 3.943572, U second 4.711122
largest energy drift (hartree): ordinary | modified | modified without kernel
h = 0.050 a.u.: 9.3973e-04 | 2.6619e-07 | 3.1238e-04
h = 0.025 a.u.: 2.3496e-04 | 1.6571e-08 | 7.8048e-05
drift orders: 2.000 | 4.006 | 2.001
ordinary drift at h=0.05 a.u. = 25.5714 meV
nonlocal substep of 0.1 a.u.: largest density change 3.1203e-01 bohr^-1
nonlocal control error norms (dimensionless): h (a.u.) | frozen | iterated
0.05000 | 1.5091e-03 | 4.3557e-04
0.02500 | 8.1261e-04 | 1.0883e-04
0.01250 | 4.2282e-04 | 2.7204e-05
0.00625 | 2.1576e-04 | 6.8007e-06
nonlocal observed orders: frozen 0.971, iterated 2.000
```
